# Two derivations of the Kramers contamination of a single determinant, part 2

We measure how far a normalized determinant $\Phi=|\varphi_1\cdots\varphi_N|$ of orthonormal positive-energy spinors is from Kramers pairing. Atomic units are used. One-electron time reversal $K$ is antilinear, with $K^2=-1$, $K\alpha=\beta$, $K\beta=-\alpha$. The matrix $T_{ij}=\langle\varphi_i|K\varphi_j\rangle$ is antisymmetric. The measure is
$$\kappa=N-\sum_{ij}|T_{ij}|^2=n_0+2\sum_a(1-t_a^2), \tag{2}$$
where $t_a\in(0,1]$ are the nonzero singular values of $T$, each occurring twice, and $n_0$ counts the zero ones. A restricted determinant, made of complete pairs and $N_o$ open spinors whose partners are orthogonal to all occupied spinors, has $\kappa=N_o$. The contamination is $\Delta=\kappa-N_o$.

Let $\Phi_i$ be $\Phi$ with $\varphi_i$ replaced by $K\varphi_i$ (the action of $K_i$), $\Psi=\sum_i\Phi_i$, and $\chi_i$ the part of $K\varphi_i$ outside the occupied space. For $i\ne j$, $\langle\Phi_i|\Phi_j\rangle=0$, because $\varphi_i$ in $\Phi_j$ gives the overlap matrix a zero column. With $P$, $\bar P$ the projectors on the occupied space and its time-reversed image,
$$\|\Psi\|^2=\sum_i\|\chi_i\|^2=N-\sum_{mi}|T_{mi}|^2=\kappa. \tag{3}$$
$$\tfrac12\operatorname{Tr}(P-\bar P)^2=\tfrac12\left(2N-2\operatorname{Tr}P\bar P\right)=\kappa. \tag{4}$$
$$N \bmod 2\le\kappa\le N. \tag{5}$$
$$\Big\langle\Phi\Big|\sum_{ij}K_iK_j\Phi\Big\rangle=-N+\sum_{ij}T_{ij}^2. \tag{6}$$

In a Kramers basis $\{p,\bar p=Kp\}$ the linear operator $u$ has $up=\bar p$, $u\bar p=-p$. Its sum over electrons, $U_+$, obeys
$$U_+|\varphi_1\cdots\varphi_N|=\sum_i|\varphi_1\cdots u\varphi_i\cdots\varphi_N|. \tag{7}$$
$$e^{\lambda U_+}\Phi=|e^{\lambda u}\varphi_1\cdots e^{\lambda u}\varphi_N|. \tag{9}$$
The eigenvalues of $iU_+$ are integers $m$, and $U_+^2=-k^2$ with $k=|m|$. Many-electron time reversal is $\mathcal K=e^{\pi U_+/2}\mathcal K_0$, where $\mathcal K_0$ conjugates coefficients in the basis determinants. Rephasing a pair, $p\to e^{i\gamma}p$, $\bar p\to e^{-i\gamma}\bar p$, changes $U_+$.

Mixing the $\varphi_i$ brings $T$ to Youla form: real $2\times2$ blocks with zero diagonal and off-diagonal elements $\mp t_a$, plus an $n_0\times n_0$ zero block, so $N=n_0+2n_{\rm pair}$. In a Kramers basis adapted to $\Phi$, these spinors have real coefficients, so $u\varphi_i=K\varphi_i$ and $\langle\varphi_i|u\varphi_j\rangle=T_{ij}$.

The numerical example is a random four-electron determinant in four Kramers pairs, with $\kappa=2.1813$.

### Distribution of $k$ and its mean

By (9) and the overlap rule for determinants,
$$\langle\Phi|e^{\lambda U_+}|\Phi\rangle=\det(\cos\lambda+T\sin\lambda)=\cos^{n_0}\!\lambda\prod_a\left(\cos^2\lambda+t_a^2\sin^2\lambda\right), \tag{10}$$
since each block has diagonal $\cos\lambda$ and off-diagonal elements $\mp t_a\sin\lambda$. If $w(m)$ is the weight of $\Phi$ in the eigenspace $iU_+=m$, where $U_+=-im$, the left side is $\sum_mw(m)e^{-i\lambda m}$. With $\cos^2\lambda=\tfrac12(1+\cos2\lambda)$ and $\sin^2\lambda=\tfrac12(1-\cos2\lambda)$,
$$\cos^2\lambda+t^2\sin^2\lambda=\frac{1+t^2}2+\frac{1-t^2}4\left(e^{2i\lambda}+e^{-2i\lambda}\right),\qquad\cos\lambda=\tfrac12\left(e^{i\lambda}+e^{-i\lambda}\right).$$
A product of Fourier series corresponds to a convolution of weights. So $m$ is distributed as a sum of independent contributions: each Youla pair gives $0$ with weight $(1+t^2)/2$ and $\pm2$ with weight $(1-t^2)/4$ each, and each unpaired spinor gives $\pm1$ with weight $\tfrac12$. A pair with $t=1$ is a closed Kramers pair, and a pair with $t=0$ has weights $\tfrac14,\tfrac12,\tfrac14$, the same as two open spinors. The adapted basis is not unique, but the weights depend on the $t_a$ alone.

The second derivative of (10) at $\lambda=0$ is $\langle U_+^2\rangle$. Every factor equals one there and has zero slope, so the second derivatives add: $-1$ from each $\cos\lambda$ and $\tfrac{1-t^2}2\cdot(-4)=-2(1-t^2)$ from each pair. Hence
$$-\langle U_+^2\rangle=\langle k^2\rangle=n_0+2\sum_a(1-t_a^2).$$
Each block contributes $2t_a^2$ to $\sum|T_{ij}|^2$ and $N=n_0+2n_{\rm pair}$, so this is (2). For the random determinant, $t=0.9277$ and $0.2208$ give $4-2(0.8606+0.0488)=2.181$. For random determinants with $N=3,4,5$ the program builds the adapted basis, diagonalizes $iU_+$ in Fock space, and asserts agreement of the weights with the convolution and of the mean with (3).

## What each derivation assumes

Both need only antiunitarity, $K^2=-1$ and a single determinant of orthonormal spinors. Neither uses the Hamiltonian, so (2) holds for any determinant, optimized or not, with two or four components.

The first derivation needs no basis and never constructs an operator. It works with one vector $\Psi$ that depends on the list of spinors and extracts the one property, its norm, that does not; the decisive input is $T_{ii}=0$ with the Pauli principle. It yields invariance (4) and the bounds (5) at once. It cannot speak of eigenvalues, and its identification of $\|\Psi\|^2$ with minus a mean square is a definition, as the failure of (6) shows.

The second derivation needs a one-electron space closed under $K$ and a Kramers basis in it, which singles out a notion of real coefficients. In return $U_+$ is a linear anti-Hermitian operator, so $-\langle U_+^2\rangle=\|U_+\Phi\|^2$ is a theorem, and one obtains the spectrum, the exponential map and the full distribution of $k$. The price is that the basis must be adapted to $\Phi$: two determinants generally have different generators, so $\kappa$ is not the mean of $-U_+^2$ for one fixed basis. It is nevertheless the mean of a fixed two-electron operator. With $Q=\sum_pa_{\bar p}a_p$ and $\varphi_i=\sum_p(x_{ip}p+y_{ip}\bar p)$, the anticommutation rules give $Q\,a^\dagger(\varphi_i)a^\dagger(\varphi_j)|0\rangle=\sum_p(x_{ip}y_{jp}-y_{ip}x_{jp})|0\rangle=-T_{ij}^*|0\rangle$, which does not refer to the basis, so $Q$ is the same in every Kramers basis. On $\Phi$ it gives a sum over $i<j$ of $\pm T_{ij}^*$ times the orthonormal determinants with $\varphi_i$ and $\varphi_j$ removed, so $\langle Q^\dagger Q\rangle=\tfrac12\sum_{ij}|T_{ij}|^2$ and $\kappa=\langle\Phi|\hat N-2Q^\dagger Q|\Phi\rangle$ for every determinant. The two meet in the adapted basis, where (7) gives $U_+\Phi=\Psi$ and $T$ is real, so that (3), (6) and (10) coincide. For a superposition of determinants neither derivation applies as it stands: there is no projector $P$, and no common adapted basis is guaranteed.

## Spin-free limit

Take a collinear determinant with spatial orbitals $f_i$ for $\alpha$ spin and $g_j$ for $\beta$ spin, $N_\alpha\ge N_\beta$. Then $K(f\alpha)=f^*\beta$, so $T$ connects opposite spins only, with $\langle g_j\beta|Kf_i\alpha\rangle=\int g_j^*f_i^*$. Each such element occurs twice in $T$, and $\kappa=N-2\sum_{ij}|\int f_ig_j|^2$.

For the spin, $S^2=S_z(S_z+1)+S_-S_+$ and $\langle S_-S_+\rangle=\|S_+\Phi\|^2$. The operator $S_+$ replaces one $g_j\beta$ by $g_j\alpha$. The components of $g_j\alpha$ along the occupied $f_i\alpha$ vanish by the Pauli principle, leaving squared norm $1-\sum_i|S_{ij}|^2$ with $S_{ij}=\int f_i^*g_j$, and terms with different $j$ are orthogonal by the zero-column argument used for (3). So $\langle S^2\rangle-S_z(S_z+1)=N_\beta-\sum|S_{ij}|^2$. For real orbitals the two integrals are equal, and
$$\kappa=N_\alpha+N_\beta-2\sum S_{ij}^2=(N_\alpha-N_\beta)+2\left[\langle S^2\rangle-S_z(S_z+1)\right]. \tag{11}$$
With $N_o=N_\alpha-N_\beta$, $\Delta$ is twice the spin contamination and cannot be negative. Both sides of (11) depend only on the occupied $\alpha$ and $\beta$ spaces, so it also holds for complex orbitals when these spaces are closed under complex conjugation; otherwise it can fail. The determinant $|p_{+1}\alpha\,p_{+1}\beta|$ is a pure singlet, but $\int p_{+1}p_{+1}=0$ because the azimuthal factor is $e^{2i\phi}$, so $T=0$ and $\kappa=2$. The determinant carries orbital angular momentum, which time reversal flips, and $\kappa$ registers this.

## Spin-orbit coupling and the sign of $\Delta$

With spin-orbit coupling, nominally open spinors can be partial Kramers partners of each other. Sort the Youla pairs into closed ones ($t$ near $1$) and open ones ($t$ near $0$, each counting two of the $N_o$ open spinors). Then $N_o=n_0+2n_{\rm open\ pairs}$ and (2) gives
$$\Delta=2\sum_{\rm closed}(1-t_a^2)-2\sum_{\rm open}t_a^2. \tag{12}$$
The two parts have opposite signs, so $\Delta=0$ does not prove restriction; the list of $t_a$ carries more information than $\Delta$.

A high-spin $p^3$ shell shows the mechanism. Keep one radial function, and let the spinors have good $m_j$: $p_{+1}\alpha$, $\varphi=p_0\alpha+a\,p_{+1}\beta$ and $\varphi'=p_{-1}\alpha+b\,p_0\beta$. With $p_0$ real and $p_{+1}^*=-p_{-1}$, $K\varphi=p_0\beta-a^*p_{+1}^*\alpha=p_0\beta+a^*p_{-1}\alpha$, so $\langle\varphi'|K\varphi\rangle=a^*+b^*$ before normalization. The term $\tfrac12\zeta\,l_+s_-$ of $\zeta\,\mathbf l\cdot\mathbf s$ has matrix element $\zeta/\sqrt2$ from $p_0\alpha$ to $p_{+1}\beta$ and from $p_{-1}\alpha$ to $p_0\beta$. If the empty $\beta$ levels lie $\Delta E$ above the $\alpha$ levels, first-order perturbation theory gives $a=b=-\zeta/(\sqrt2\,\Delta E)$. The two contributions add to $t=\sqrt2\,\zeta/\Delta E$, which is of order $c^{-2}$ through $\zeta$, and the negative part of $\Delta$ is of order $c^{-4}$. This estimate holds the mean field fixed. In a self-consistent determinant the exchange field responds to the admixture, so the formula with the orbital-energy gap as $\Delta E$ does not give the size of $t$; only the order in $c$ carries over. In the opposite, $jj$, limit $a=-\sqrt2$ and $b=-1/\sqrt2$, the normalization factors are $1/\sqrt3$ and $\sqrt{2/3}$, and the overlap is $\tfrac{\sqrt2}3\left(-\sqrt2-\tfrac1{\sqrt2}\right)=-1$. The two spinors form the closed $p_{1/2}$ pair and $\kappa$ falls from $3$ to $1$. The value of $N_o$ thus presupposes a coupling scheme.

## Why $k$ is not a general quantum number

The Dirac-Coulomb Hamiltonian commutes with $\mathcal K=e^{\pi U_+/2}\mathcal K_0$, which does not imply that it commutes with the two factors separately or with $U_+^2$. For $N=1$, $U_+^2=-1$ commutes with everything. For $N=2$, $U_+^2=u_1^2+u_2^2+2u_1u_2=-2+2R$ with $R=u_1u_2=e^{\pi U_+/2}$. Time-reversal symmetry reads $RH^*R^{-1}=H$, so $[U_+^2,H]=0$ holds exactly when $H^*=H$, that is, when the Hamiltonian matrix is real in the determinants of the chosen basis. For any $N$, a basis of real orbitals times $\alpha,\beta$ has $u=-i\sigma_y$ and $U_+^2=-4S_y^2$, which commutes with a spin-free Hamiltonian. Outside such cases there is no reason for commutation, and the atom below supplies counterexamples in two bases. They show that commutation does not hold for an arbitrary Kramers basis; they do not examine every basis.

## Phosphorus atom

The determinant is Kramers-unrestricted four-component Dirac-Coulomb Hartree-Fock for $N=15$, started from the high-spin UHF solution with $N_o=3$, with a point nucleus and the contracted cc-pVDZ basis (four $s$, three $p$ and one $d$ shell, $36$ large-component spinors). The small-component functions are $\boldsymbol\sigma\cdot\mathbf p$ acting on the large ones. Time reversal flips both $\boldsymbol\sigma$ and $\mathbf p$, so it commutes with $\boldsymbol\sigma\cdot\mathbf p$, and one matrix $\tau$ represents $K$ on both blocks. With coefficients $C$ and four-component overlap $S$, $T=C^\dagger S\tau C^*$. At $c=137.035999$ the energy is $-341.543871\ E_h$, asserted to agree within $10^{-6}\ E_h$ with an independent evaluation for the same density. The run is repeated with $c$ multiplied by ten to approach the spin-free limit. Seven decimals of $\kappa$ are kept only so that the arithmetic can be followed; the basis is too small for them to describe the atom.

In UHF, $\langle S^2\rangle=3.7500645$ against $S_z(S_z+1)=3.75$, so (11) gives $\Delta=2\times6.45\times10^{-5}=1.29\times10^{-4}$, and $T$ gives $\kappa=3.0001290$. At $10c$ the four-component value is $3.0001287$, lower by $3\times10^{-7}$.

At $10c$ the six closed pairs have $1-t^2$ equal to zero within rounding error twice, $1.248\times10^{-6}$ three times, and $6.062\times10^{-5}$ once. The pattern follows from the spin-free limit, where the $t_a$ are singular values of the $\alpha$-$\beta$ overlap and the half-filled $p$ shell is spherical for each spin. The three occupied $s$ orbitals of each spin span three-dimensional subspaces of a four-dimensional space, which intersect in at least $3+3-4=2$ dimensions. Two pairs are therefore closed because the basis is small, one $s$ pair carries all the $s$ polarization, and the three $p$ directions are equivalent.

At the physical $c$ the values are below $10^{-12}$ twice, then $1.197$, $1.214$ and $1.219\times10^{-6}$, and $4.925\times10^{-5}$. Their sum is
$$\varepsilon=(1.197+1.214+1.219+49.25)\times10^{-6}=5.288\times10^{-5},$$
and the closed part of (12) is $2\varepsilon=1.058\times10^{-4}$. The open pair has $t=1.2825\times10^{-2}$, so the open part is $-2t^2=-3.29\times10^{-4}$. With the unrounded parts,
$$\Delta=1.0577\times10^{-4}-3.2894\times10^{-4}=-2.2317\times10^{-4},\qquad\kappa=2.9997768 .$$
The contamination is negative: in this basis the partial pairing of two $3p$ spinors is about three times the polarization of the closed pairs. At $10c$ the open pair has $t=1.2943\times10^{-4}$. The ratio is $99.08$, within the ten per cent of $100$ that the program asserts, which confirms the $c^{-2}$ order of $t$. The closed part is restricted by the basis, as the two forced pairs show, and it is far from converged: the UHF value of $\Delta$ grows from $1.29\times10^{-4}$ here to $6.2\times10^{-4}$ in cc-pVTZ and $1.3\times10^{-3}$ in the uncontracted $s,p$ part of aug-cc-pVTZ. The open part moves much less. A two-component X2C estimate with the one-electron spin-orbit term scaled by $13/15$ for screening gives $t=1.33$, $1.43$ and $1.51\times10^{-2}$ and $\Delta=-2.5$, $+1.6$ and $+7.9\times10^{-4}$ in these three bases. The negative sign is therefore a property of cc-pVDZ and not of the atom; what carries over is that the two parts of (12) have opposite signs and are of similar order.

One feature is not derived here. The closed part drops from $1.287\times10^{-4}$ at $10c$ to $1.058\times10^{-4}$ at $c$, by $18\%$ relative to the $10c$ value, almost all of it in the $s$ pair. Measured from the UHF value $1.2897\times10^{-4}$ the shifts are $2.5\times10^{-7}$ and $2.3\times10^{-5}$, a ratio of roughly ninety, compatible with order $c^{-2}$. A spin-free X2C calculation in the same basis already lowers the UHF value by $18.5\%$, so spin-orbit coupling is not needed for the drop. Its size depends on the basis: it is $10\%$ in uncontracted cc-pVDZ and $7\%$ in cc-pVTZ. Its mechanism is left open.

The weights $w_k=w(k)+w(-k)$ follow from the convolution. The open pair with the single unpaired spinor gives $w_3=2\cdot\tfrac{1-t^2}4\cdot\tfrac12=\tfrac{1-t^2}4$ and $w_1=\tfrac{3+t^2}4$, which are $0.25$ and $0.75$ for a restricted determinant. To first order in $\varepsilon$ the closed pairs shift $m$ by $+2$ or $-2$ with probability $\varepsilon/4=1.322\times10^{-5}$ each. The value $k=5$, absent from a restricted determinant, is reached from $k=3$ with $w_5\approx0.25\times1.322\times10^{-5}=3.30\times10^{-6}$. For $k=3$, with $t^2/4=4.11\times10^{-5}$, a loss $w_3\,\varepsilon/2$ and a gain $w_1\,\varepsilon/4$,
$$w_3\approx0.25-4.11\times10^{-5}-0.66\times10^{-5}+0.99\times10^{-5}=0.2499622 .$$
The computed weights are $w_1=0.7500345$, $w_3=0.2499622$, $w_5=3.305\times10^{-6}$, and $w_1+9w_3+25w_5=0.7500345+2.2496598+0.0000826=2.9997769$, equal to $\kappa$ within the rounding of the last digit. The program asserts that $\kappa$ from $T$ agrees within $10^{-8}$ with the sum of all overlaps $\langle\Phi_i|\Phi_j\rangle$ evaluated as determinants, with the projector form (4) and with the mean of the weights.

For the commutator, the Fock operator is built from the density averaged with its time-reversed image, its twelve lowest spinors are frozen, and the Dirac-Coulomb Hamiltonian is formed for three electrons in the next six, the $3p$ spinors. This Hamiltonian passes the test $RH^*R^{-1}=H$ with $R=e^{\pi U_+/2}$. In the Kramers basis obtained by projecting the real $3p$ orbitals times spin on that space and orthonormalizing symmetrically, the largest singular value of $[U_+^2,H]$ is $9.29\times10^{-3}\ E_h$, or $2038\ \mathrm{cm}^{-1}$, at $c$ and $9.37\times10^{-5}\ E_h$ at $10c$. The ratio $99.13$ is asserted to be within ten per cent of $100$, so in this basis the commutator is of order $c^{-2}$ and vanishes in the spin-free limit. After one pair is rephased by $\gamma=\pi/4$ the norm is $0.255\ E_h$ at both values of $c$: this failure comes from the choice of basis and survives without spin-orbit coupling. The program and its printed output follow this text.

## Numbers as computed

```
model n=4 N=3: k^2 values [1, 9] multiplicities [48, 8]
model n=4 N=4: k^2 values [0, 4, 16] multiplicities [36, 32, 2]
restricted determinant N_open=0: <k^2>=0.0 var(k^2)=0.0
restricted determinant N_open=1: <k^2>=1.0 var(k^2)=0.0
restricted determinant N_open=2: <k^2>=2.0 var(k^2)=4.0
restricted determinant N_open=3: <k^2>=3.0 var(k^2)=12.0
restricted determinant N_open=4: <k^2>=4.0 var(k^2)=24.0
random N=4: t=[0.9277, 0.2208] kappa=2.1813 |change of sum K_i Phi|=2.0032
random N=4: literal mean=-4.7305+0.1017i, -<U^2> unadapted basis=2.0749
p+1 alpha p+1 beta: <S^2>=0.0 kappa=2.0
P atom cc-pVDZ point nucleus: N=15 N_open=3 spinor basis 2x36, c=137.035999 a.u.
UHF: E=-340.709048 Eh <S^2>=3.7500645 kappa=3.0001290 Delta=1.2897e-04
DHF energy, independent code: -341.543871 Eh
[c] E=-341.543871 Eh kappa=2.9997768 Delta=-2.2317e-04
[c] 1-t^2 closed pairs: 8.882e-16 4.268e-13 1.197e-06 1.214e-06 1.219e-06 4.925e-05
[c] open-pair t=1.2825e-02; Delta parts: closed 1.0577e-04, open -3.2894e-04
[c] weights w1=7.500345e-01 w3=2.499622e-01 w5=3.304720e-06
[c] |[U^2,H]| 3p^3: spin-like basis 9.2875e-03 Eh, rephased pair 2.5498e-01 Eh
[10c] E=-340.717444 Eh kappa=3.0001287 Delta=1.2869e-04
[10c] 1-t^2 closed pairs: 4.441e-16 1.554e-15 1.248e-06 1.248e-06 1.248e-06 6.062e-05
[10c] open-pair t=1.2943e-04; Delta parts: closed 1.2872e-04, open -3.3505e-08
[10c] weights w1=7.499920e-01 w3=2.500040e-01 w5=4.022465e-06
[10c] |[U^2,H]| 3p^3: spin-like basis 9.3692e-05 Eh, rephased pair 2.5467e-01 Eh
restricted N_open=3 weights: w1=0.7500 w3=0.2500
|[U^2,H]| spin-like basis at c = 2038 cm^-1
ratios c versus 10c: open-pair t 99.08, commutator 99.13
```
